# Counting statistics and disorder operators from the determinant Green function, part 2

We seek the generating function of the charge $N_A=\sum_{i\in A}n_i$, $n_i=c_i^\dagger c_i$, in a set $A$ of $m$ fermion modes (site and spin), counted in particles. The Hubbard Hamiltonian is $H=K+V$, with hopping $-t$ and $-\mu N$ in $K$, and $V=U\sum_r n_{r\uparrow}n_{r\downarrow}$. With $L$ slices $\Delta\tau=\beta/L$, $e^{-\beta H}$ is approximated by $T^L$, $T=e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2}$. Ising fields $s=\pm1$ on each site and slice, coupled as $e^{\lambda s(n_\uparrow-n_\downarrow)}$ with $\cosh\lambda=e^{\Delta\tau U/2}$, give $T^L\propto\sum_sR_s$.

Each $R_s$ is a product of one-body exponentials with total matrix $B$:

$$ R_s c_j^\dagger=\sum_i c_i^\dagger B_{ij}R_s,\qquad R_s|0\rangle=|0\rangle . \tag{3} $$

$$ \langle J|R_s|J\rangle=\det B_{JJ}, \tag{4} $$

where $J$ is the set of occupied modes. Define $w_s=\mathrm{Tr}\,R_s$, $\langle O\rangle_s=\mathrm{Tr}(OR_s)/w_s$, $G_{ij}=\langle c_ic_j^\dagger\rangle_s$, $F=1-G$ and $z=e^{i\theta}$. Subscripts on matrices denote blocks; $P_A$ projects onto $A$.

A first derivation, from the many-body trace, gave

$$ \mathrm{Tr}(e^{i\theta N_A}R_s) =\det\{1+[1+(z-1)P_A]B\} =\det[1+B+(z-1)P_AB]. \tag{8} $$

$$ \chi_s(\theta)\equiv\langle e^{i\theta N_A}\rangle_s =\det\!\left[1+(e^{i\theta}-1)(1-G_A)\right]. \tag{1} $$

$$ \chi(\theta)=\frac{\sum_s w_s\chi_s(\theta)}{\sum_s w_s}. \tag{2} $$

Here $\chi(\theta)=X_c(\theta)=\sum_nP(n)e^{i\theta n}$; $P_s(n)$ follows likewise from $\chi_s$. $X_{\rm spin}(\theta)$ is the average of $e^{i\theta(N_{A\uparrow}-N_{A\downarrow})/2}$. For open chains with real fields, all $\det B_{JJ}\ge0$ and the empty state contributes 1.

The second derivation, from occupation correlations, uses

$$ \det(1+M)=\sum_J\det M_{JJ}. \tag{5} $$

For $w_s\ne0$, invertible $1+B$, and $X=O_1\cdots O_q$ a product of an odd number $q$ of creation and annihilation operators, it has established

$$ \langle c_j^\dagger X\rangle_s =\sum_i\langle\{X,c_i^\dagger\}\rangle_sF_{ij}. \tag{13} $$

$$ \{X,c_i^\dagger\}=\sum_{p=1}^q(-1)^{q-p} O_1\cdots O_{p-1}\{O_p,c_i^\dagger\}O_{p+1}\cdots O_q . \tag{14} $$

The final listing includes a two-mode check: $B=M_0M_{60}M_{120}$, $M_\varphi=\epsilon+(1-\epsilon)v_\varphi v_\varphi^T$, $v_\varphi=(\cos\varphi,\sin\varphi)^T$, $\epsilon=0.01$, $A$ the first mode; its average covers all 27 ordered triples of factors.

### Occupation correlations as minors

Consider the correlation function

$$ D(a_1\ldots a_n;b_1\ldots b_n) =\langle c_{a_1}^\dagger\cdots c_{a_n}^\dagger c_{b_n}\cdots c_{b_1}\rangle_s . $$

Apply (13) to $c_{a_1}^\dagger$. The remaining product has $q=2n-1$ operators. The operator $c_{b_k}$ stands at position $p=2n-k$, because $n-1$ creation operators precede the annihilation operators. Its sign in (14) is $(-1)^{q-p}=(-1)^{k-1}$. Contractions with creation operators vanish, so

$$ D(a_1\ldots a_n;b_1\ldots b_n) =\sum_{k=1}^n(-1)^{k-1}F_{b_ka_1}\, D(a_2\ldots a_n;b_1\ldots\widehat{b_k}\ldots b_n), $$

where the hat marks an omitted index. This is the expansion along the first column of the determinant of the matrix with entries $F_{b_ka_l}$. For $n=1$ the correlation is $F_{b_1a_1}$, so induction gives

$$ D(a_1\ldots a_n;b_1\ldots b_n)=\det[F_{b_ka_l}]_{k,l=1}^n . \tag{15} $$

This is Wick's theorem for the correlations needed here. It holds for a non-Hermitian $R_s$.

Now choose $a_k=b_k=i_k$, with all modes distinct and forming a set $S$. The innermost pair $c_{i_n}^\dagger c_{i_n}$ is a number operator, which commutes with the operators of the other modes. Taking the pairs out one after another gives

$$ \Big\langle\prod_{i\in S}n_i\Big\rangle_s=\det F_{SS}. \tag{16} $$

For two modes this reads $\langle n_1n_2\rangle_s=F_{11}F_{22}-F_{12}F_{21}$. The second term is the exchange contribution.

### Summing the occupations

Each $n_i$ has eigenvalues 0 and 1, so $e^{i\theta n_i}=1+(z-1)n_i$. The number operators commute, hence

$$ e^{i\theta N_A}=\prod_{i\in A}[1+(z-1)n_i] =\sum_{S\subseteq A}(z-1)^{|S|}\prod_{i\in S}n_i . $$

Taking the average with (16),

$$ \chi_s(\theta)=\sum_{S\subseteq A}(z-1)^{|S|}\det F_{SS} =\sum_{S\subseteq A}\det[(z-1)F_A]_{SS} =\det[1+(z-1)F_A]. $$

The middle equality takes one factor $z-1$ from each of the $|S|$ rows, and the last is (5). With $F_A=1-G_A$ this is again (1). The determinant thus collects the occupation correlations of all subsets of $A$, without evaluating its $2^m$ terms separately.

### Mean and variance

For small $\theta$, $z-1=i\theta-\theta^2/2+O(\theta^3)$. Expanding $\ln\det(1+M)=\mathrm{tr}M-\frac12\mathrm{tr}M^2+\cdots$ gives

$$ \ln\chi_s=i\theta\,\mathrm{tr}F_A -\frac{\theta^2}{2}\mathrm{tr}[F_A(1-F_A)]+O(\theta^3). $$

The mean charge in one configuration is $\mathrm{tr}F_A$, and its second cumulant is $\mathrm{tr}[F_A(1-F_A)]$. Denote the weighted average over fields by an overline. The average of $N_A^2$ is the average of the second cumulant plus the squared mean. Subtracting the square of the total mean leaves

$$ \mathrm{Var}(N_A)=\overline{\mathrm{tr}[F_A(1-F_A)]} +\overline{(\mathrm{tr}F_A-\overline{\mathrm{tr}F_A})^2}. \tag{17} $$

If the Green function is averaged before the determinant is formed, the variance becomes $\mathrm{tr}[\overline{F_A}(1-\overline{F_A})]$ instead. With $\delta F_A=F_A-\overline{F_A}$, this equals the first term of (17) plus $\overline{\mathrm{tr}(\delta F_A)^2}$, and it omits the second term. The added quantity can have either sign, because $F_A$ need not be Hermitian: a real antisymmetric $\delta F_A$, for example, makes $\mathrm{tr}(\delta F_A)^2$ negative or zero. The determinant must therefore be evaluated in each configuration.

### A four-site Hubbard chain

Take an open chain of four sites with $t=1$, $U=4$, $\mu=1$ and $\beta=2$, in units of $t$ and $1/t$, and let $A$ be the first two sites. Four slices give $\Delta\tau=0.5$, $\cosh\lambda=e$ and $\lambda=1.657$. There are $2^{16}=65536$ field configurations, few enough to sum them all. The numerical output lists the results.

One configuration has fields $(+,-,+,-)$ on the first two slices and $(+,+,-,-)$ on the last two. Its blocks are

$$ F_{A\uparrow}=\begin{pmatrix}0.9565&0.1397\\0.1206&0.4634\end{pmatrix}, \qquad F_{A\downarrow}=\begin{pmatrix}0.0226&0.0878\\0.1274&0.5008\end{pmatrix}. $$

They are not symmetric. Each slice has a symmetric one-body matrix, so transposing $B$ reverses the order of the slices, and this field sequence changes under reversal. The eigenvalues are $0.98859,0.43132$ for spin up and $0.00027,0.52312$ for spin down. At $\theta=\pi$ each eigenvalue contributes $1-2f$, so

$$ \chi_s(\pi)=(-0.97719)(0.13735)(0.99946)(-0.04624)=0.0062 . $$

The probability that $A$ is empty in this configuration is the product of the factors $1-f$:

$$ P_s(0)=(0.01141)(0.56868)(0.99973)(0.47688)=0.0031 . $$

The sum over all fields gives

$$ P(0),\ldots,P(4)=0.0068,\;0.2206,\;0.7270,\;0.0456,\;0.0001 . $$

A direct trace of $T^4$ over the 256-dimensional Fock space, without auxiliary fields, agrees to all six printed decimals. The tests also confirm that all weights in this chain are positive and that no $P_s(n)$ is negative beyond rounding error.

The charge disorder operator at $\pi$ is the alternating sum

$$ X_c(\pi)=0.0068-0.2206+0.7270-0.0456+0.0001=0.4677 . $$

At $\pi/2$ the phases are $1,i,-1,-i,1$, so the real part is $P(0)-P(2)+P(4)=-0.7201$ and the imaginary part is $P(1)-P(3)=0.1750$.

The spin disorder operator supplies information that $P(n)$ does not contain. Let $p_k$ be the probability that $|N_{A\uparrow}-N_{A\downarrow}|=k$. The spin difference has the same parity as the charge, so $p_1=P(1)+P(3)=0.2662$. Spin-flip symmetry makes $X_{\rm spin}$ real, with

$$ X_{\rm spin}(\pi/2)=p_0+\frac{p_1}{\sqrt2}=0.7648, \qquad X_{\rm spin}(\pi)=p_0-p_2=0.4194 . $$

The first relation gives $p_0=0.5766$, and the second then gives $p_2=0.1572$. The three probabilities add to $1.0000$, as they must.

The mean charge of $A$ is $1.812$. The variance within configurations averages $0.2213$, and the variance between configurations is $0.0368$, for a total of $0.2581$. Averaging the Green function first gives $0.7169$. The difference from the first term of (17), $0.7169-0.2213=0.4956$, is the summed matrix fluctuation $\overline{\mathrm{tr}(\delta F_A)^2}$ over both spins. It exceeds the $0.0368$ from fluctuations of the total trace, which accounts for the overestimate in this decoupling. The separate terms depend on the choice of auxiliary field, and with complex fields or weights the second term of (17) need not be positive. Only the total $0.2581$ and the value $0.7169$, which is fixed by the physical one-body matrix $\overline{F_A}$, are independent of the decoupling.

At small angle the cumulant expansion of (2) gives

$$ -\ln|X_c(\theta)|=\frac{\theta^2}{2}\mathrm{Var}(N_A) -\frac{\theta^4}{24}\kappa_4+O(\theta^6), $$

where $\kappa_4$ is the fourth cumulant. At $\theta=0.1$ the left side is $0.00129011$ and the quadratic term is $0.00129037$. The difference corresponds to $\kappa_4\approx0.06$.

Two errors of an actual simulation are considered here. Rounding in long matrix products is a further one, and it must be controlled at low temperature. The first error is the time step. Since $T(\Delta\tau)T(-\Delta\tau)=1$, the logarithm of $T$ is odd in $\Delta\tau$. Thus $T=\exp\{-\Delta\tau[H+O(\Delta\tau^2)]\}$, and the error of $P(n)$ at fixed $\beta$ is of order $\Delta\tau^2$. Doubling the slices from 16 to 32 reduces the Euclidean norm of the error in $P(n)$ by a factor $3.95$, close to 4. With four slices the error is still visible: $P(1)=0.221$, compared with $0.248$ for $e^{-\beta H}$.

The second is statistical. Over the fields, $\chi_s(\pi)$ has standard deviation $0.374$, so 4000 independent draws should have standard error $0.374/\sqrt{4000}=0.0059$. A sample gave $0.460\pm0.006$, which is 1.4 standard errors below $0.468$. A relative error of one percent requires about $(0.374/0.468)^2/0.01^2\approx6400$ independent draws. For fixed absolute fluctuations, the required number grows as $1/|X_c|^2$ when the disorder operator becomes small. Monte Carlo samples with positive autocorrelation require more updates.

### What each derivation assumes

Both derivations assume that each configuration is a product of exponentials that conserve particle number. If a decoupling introduces pairing terms $c_ic_j$ or $c_i^\dagger c_j^\dagger$, creation operators mix with annihilation operators. Relation (3) then fails, and $G$ alone no longer contains all contractions. Neither derivation assumes that $R_s$ is Hermitian or that $w_s$ is positive. With signed or complex weights, (2) remains valid if its denominator is nonzero and $w_s\chi_s$ is read as the numerator (8) wherever $w_s=0$, but the weights can no longer serve as sampling probabilities. A common choice is to sample in proportion to $|w_s|$ and carry the phase $w_s/|w_s|$ in both numerator and denominator.

The trace derivation requires the inserted operator to be the exponential of a one-body operator. It does not require its exponent to have integer eigenvalues. For $Q=\sum_{ij}c_i^\dagger q_{ij}c_j$, replacing $1+(z-1)P_A$ by $e^{i\theta q}$ gives

$$ \langle e^{i\theta Q}\rangle_s=\det[1+(e^{i\theta q}-1)F]. $$

The correlation derivation in the form given here uses $n_i^2=n_i$ and commuting occupations. For Hermitian $q$ it can be applied after a change to the eigenmodes of $q$, with a separate phase for each mode.

The trace derivation also gives the unnormalized numerator, equation (8), when $w_s=0$. Then $\chi_s$ is undefined, although $w_s\chi_s$, understood as that numerator, can be nonzero. A simulation that samples in proportion to $|w_s|$ does not visit such a configuration and misses its contribution. The correlation derivation divides by $w_s$ at the start and does not apply directly. The numerator can still be recovered as the limit of $w_s\chi_s$ when $B$ is replaced by $(1+\epsilon)B$ and $\epsilon\to0$, because by (4) both traces are polynomials in the entries of $B$. The open chain above, with real fields, avoids the problem because each spin weight is at least 1.

The correlation derivation, in turn, needs less information about the state. Once (16) is known, the final summation uses $F_A$ alone and makes no reference to $B$ or to a thermal trace. It therefore applies to any normalized average whose occupation correlations are the principal minors of a matrix $F$.

The ground-state projector method is such a case. There a configuration is described by two Slater determinants of $N$ particles. The right one has orbitals in the columns of $R$, and the left one has orbitals in the rows of $L$; in this paragraph $L$ is a matrix, not the number of slices. Moving the annihilation operators through the creation operators gives the overlap $\det(LR)$, assumed nonzero. The phase operator replaces $R$ by $[1+(z-1)P_A]R$, so

$$ \chi_s=\frac{\det[LR+(z-1)LP_AR]}{\det(LR)} =\det[1+(z-1)LP_AR(LR)^{-1}]. $$

For rectangular matrices, $\det(1+XY)=\det(1+YX)$, because both are the determinant of $\begin{pmatrix}1&-X\\Y&1\end{pmatrix}$, evaluated by eliminating one block or the other. Take $X=(z-1)LP_A$ and $Y=P_AR(LR)^{-1}$, using $P_A^2=P_A$. The result is $\det[1+(z-1)P_AFP_A]=\det[1+(z-1)F_A]$ with $F=R(LR)^{-1}L$. Expanding it in powers of $z-1$ for every choice of $A$ recovers (16) for this average. A numerical test against an explicit sum over occupied sites confirms the projector formula. The thermal trace is thus an assumption of the first derivation as written, while the form of (1) depends on the determinantal occupation correlations.

## Values computed for the example and the checks

```
sites, sites in A, slices: 4, 2, 4
t, U, mu (units of t): 1.0, 4.0, 1.0
beta, time step (1/t): 2.00, 0.50
field coupling lambda (dimensionless): 1.657454
number of field configurations: 65536
random Gaussian test, largest deviation: 3.6e-16
Specimen fields, slices 1 to 4 (first acts first):
  +1 -1 +1 -1
  +1 -1 +1 -1
  +1 +1 -1 -1
  +1 +1 -1 -1
specimen F_A up, row by row: 0.956508 0.139732 0.120589 0.463407
specimen F_A down, row by row: 0.022624 0.087810 0.127410 0.500765
specimen eigenvalues up: 0.988593 0.431323
specimen eigenvalues down: 0.000271 0.523118
specimen determinant weight: 4.882192e+07
specimen chi(pi): 0.006203
specimen P(n), n=0..4: 0.003093 0.273765 0.499948 0.223134 0.000060
partition function, fields: 1149628.91627716
partition function, Fock space: 1149628.91627716
P(n), fields, n=0..4: 0.006769 0.220598 0.726993 0.045554 0.000086
P(n), Fock space, n=0..4: 0.006769 0.220598 0.726993 0.045554 0.000086
P(n), no Trotter error, n=0..4: 0.006627 0.248318 0.713481 0.031520 0.000055
charge disorder operator, theta=pi/2: -0.720138 +0.175043 i
spin disorder operator, theta=pi/2: 0.764825 +0.000000 i
charge disorder operator, theta=pi: 0.467696 -0.000000 i
spin disorder operator, theta=pi: 0.419407 -0.000000 i
mean charge number in A: 1.811589
variance within configurations: 0.221306
variance between configurations: 0.036768
total variance: 0.258073
variance if G is averaged first: 0.716911
P(n) if G is averaged first: 0.053254 0.292000 0.463299 0.172798 0.018649
-ln|X_c| at theta=0.1: 0.00129011
theta^2 Var/2 at the same theta: 0.00129037
chi(pi), standard deviation over fields: 0.373886
chi(pi), 4000 draws: 0.459671 +/- 0.005940
Trotter error norm of P(n), 4 slices: 3.388e-02
Trotter error norm of P(n), 16 slices: 2.701e-03
Trotter error norm of P(n), 32 slices: 6.844e-04
error ratio, 16 to 32 slices: 3.9464
two-mode small eigenvalue: 0.01
two-mode factor angles (degrees): 0 60 120
two-mode single-configuration weight: 0.886363
two-mode single-configuration P(1): -0.132521
two-mode P(1), average over 27 fields: 0.102410
```
